# Depletion width and capacitance of a grain boundary with fixed interface charge

## Question

I am modelling one grain boundary of a varistor as two Schottky barriers back to back. Both grains are n-type with the same donor density $N$, and electrons trapped at the boundary deplete the material on each side. Under bias one barrier is forward biased and the other reverse biased.

My reasoning is that the reverse-biased layer is the thicker one and dominates the series capacitance. The capacitance should then fall with voltage as in a single Schottky diode, and the slope of $1/C^2$ against $V$ should give $N$. Is this right if the trapped charge does not change with bias? What happens to the total depletion width?

## Answer

The reverse-biased layer does widen, but with fixed trapped charge the forward-biased layer shrinks by the same amount. The total width and the capacitance stay constant until the forward-biased barrier is nearly gone. A plot of $1/C^2$ is then flat, and reading it with the single-diode formula would give an infinite donor density.

**Setting up the model**

Let the boundary be the plane $x=0$, carrying charge $-Q$ per area with $Q>0$ fixed. The grains have equal, uniform donor density $N$ and permittivity $\varepsilon$. The interior of the left grain is at potential 0 and that of the right grain at $V\ge 0$; negative bias exchanges the two sides. In the depletion approximation the charge density is $+qN$ for $-x_L<x<x_R$, apart from the sheet, and zero outside.

The field vanishes in both grain interiors, so by Gauss's law the charge between them is zero:

$$qN(x_L+x_R)=Q\quad\Rightarrow\quad W\equiv x_L+x_R=\frac{Q}{qN}.$$

The bias does not appear here. What remains is to find how the two widths share $W$, and up to what voltage such a solution exists.

**The two layers under bias**

Poisson's equation in the layers is $\psi''=-qN/\varepsilon$. With zero field at each outer edge, two integrations give

$$\psi=-\frac{qN}{2\varepsilon}(x+x_L)^2\ \text{(left)},\qquad \psi=V-\frac{qN}{2\varepsilon}(x_R-x)^2\ \text{(right)}.$$

Define the band bendings, in volts, as $\phi_{L}=qNx_{L}^2/(2\varepsilon)$ and $\phi_{R}=qNx_{R}^2/(2\varepsilon)$. Continuity at $x=0$ requires $-\phi_L=V-\phi_R$, so

$$V=\phi_R-\phi_L=\frac{qN}{2\varepsilon}(x_R^2-x_L^2)=\frac{qNW}{2\varepsilon}(x_R-x_L).$$

The last step factors the difference of squares and uses $x_R+x_L=W$. Now define

$$\phi_0=\frac{qNW^2}{8\varepsilon},\qquad V_c=4\phi_0=\frac{qNW^2}{2\varepsilon}.$$

Then $x_R-x_L=WV/V_c$. Adding this to, and subtracting it from, $x_R+x_L=W$ gives

$$x_L=\frac W2\left(1-\frac V{V_c}\right),\qquad x_R=\frac W2\left(1+\frac V{V_c}\right),$$

$$\phi_L=\phi_0\left(1-\frac V{V_c}\right)^2,\qquad \phi_R=\phi_0\left(1+\frac V{V_c}\right)^2 .$$

At $V=0$ both barriers equal $\phi_0$. At $V=V_c$ the left layer has vanished and the right one balances all of $Q$. It cannot widen further, so no depletion solution exists at higher voltage. This is barrier collapse, and it completes the proof: $W$ is constant for $0\le V\le V_c$.

**The capacitance**

Let $Q_L=qNx_L$ and $Q_R=qNx_R$ be the layer charges. From $\phi_s=Q_s^2/(2\varepsilon qN)$ on side $s$ follows $d\phi_s=x_s\,dQ_s/\varepsilon$. Fixed $Q$ means $dQ_L=-dQ_R$, hence

$$dV=d\phi_R-d\phi_L=\frac{x_R+x_L}{\varepsilon}\,dQ_R,\qquad C=\frac{dQ_R}{dV}=\frac{\varepsilon}{W}.$$

A small voltage step uncovers donors at the right edge and covers the same number at the left edge. These two charge sheets lie a distance $W$ apart, wherever the boundary sits between them. In a single diode the metal supplies the opposite charge at a fixed plane, so the separation grows with bias.

The series picture in the question is therefore sound. What it lacks is the constraint that ties the two widths together. A capacitance measurement gives $W=Q/(qN)$, and a second measurement is needed to separate $Q$ from $N$.

**Where a voltage-dependent capacitance comes from**

If the boundary has empty states, they can fill as the left barrier drops. Then $Q$ grows and $dQ_L=dQ-dQ_R$, so

$$\varepsilon\,dV=x_R\,dQ_R-x_L(dQ-dQ_R)=W\,dQ_R-x_L\,dQ,$$

$$\frac{dQ_R}{dV}=\frac{\varepsilon}{W}+\frac{x_L}{W}\frac{dQ}{dV}.$$

The opposite limit to fixed charge is a pinned barrier: so many states, filled from the left grain, that $\phi_L$ stays within about $kT/q$ of $\phi_0$; this small shift is neglected below. This picture applies at biases of many $kT/q$; near zero bias the states exchange electrons with both grains. Then $x_L$ keeps its zero-bias value $\varepsilon/(2C_0)$, where $C_0$ is the zero-bias capacitance with frozen traps, and $x_R=\sqrt{2\varepsilon(\phi_0+V)/(qN)}$. Two cases follow.

- If the traps follow the steady bias but not the small test signal, $\varepsilon/C=x_L+x_R$. Moving $x_L$ to the other side and squaring gives
$$\left(\frac1C-\frac1{2C_0}\right)^2=\frac{2(\phi_0+V)}{q\varepsilon N}.$$
- If the traps follow the test signal too, $dQ=dQ_R$. The general relation becomes $(1-x_L/W)\,dQ_R/dV=\varepsilon/W$, so $dQ_R/dV=\varepsilon/x_R$. This charge response follows the single-diode law. The measured low-frequency capacitance can be much larger, because the traps also modulate the leakage current with a delay.

So "fixed charge" has to hold for the steady bias as well as for the test signal. Either the trapping states are deep and full, with no empty states in the energy range that the falling barrier brings into play, or the whole voltage change is too fast for trapping.

**Equal doping is essential**

For donor densities $N_L$ and $N_R$, the relation $d\phi_s=x_s\,dQ_s/\varepsilon$ still holds with $x_s=Q_s/(qN_s)$, so $C=\varepsilon/W$ at each bias. The width, however, now changes:

$$dW=\frac{dQ_R}{qN_R}+\frac{dQ_L}{qN_L}\quad\Rightarrow\quad\frac{dW}{dV}=\frac Cq\left(\frac1{N_R}-\frac1{N_L}\right).$$

Here $V$ is the potential difference between the grain interiors, which differs from the applied bias by a constant.

**Thermal tails and the last part before collapse**

Real depletion edges are smeared by mobile electrons. Let $v$ be the local band bending and $V_T=kT/q$. With Boltzmann electrons in equilibrium with their own grain,

$$v''=\frac{qN}{\varepsilon}\left(1-e^{-v/V_T}\right).$$

Multiply by $v'$ and integrate from the grain interior, where $v=v'=0$, to the boundary, where $v=\phi_s$ and $\varepsilon|v'|=Q_s$:

$$\frac{Q_s^2}{2\varepsilon qN}=\phi_s-V_T\left(1-e^{-\phi_s/V_T}\right).$$

When both bendings are many $V_T$, each is raised by the same $V_T$, which cancels in $V=\phi_R-\phi_L$. Differentiating gives $x_s\,dQ_s/\varepsilon=(1-e^{-\phi_s/V_T})\,d\phi_s$ with $x_s=Q_s/(qN)$, and therefore

$$\frac{\varepsilon}{C}=\frac{x_L}{1-e^{-\phi_L/V_T}}+\frac{x_R}{1-e^{-\phi_R/V_T}} .$$

The correction is exponentially small until $\phi_L$ is a few $V_T$. As $\phi_L\to0$, expanding the charge relation to second order gives $x_L\to\lambda\phi_L/V_T$, with the Debye length $\lambda=\sqrt{\varepsilon V_T/(qN)}$. The first term then tends to $\lambda$ instead of zero, and $\varepsilon/C\to W+\lambda$. The left band becomes flat at $V=V_c+V_T$, up to an exponentially small term.

**Numbers for a silicon boundary**

As an illustration, not a description of a zinc oxide varistor, take a grain boundary in n-type silicon at 200 K with rough typical values: $N=5\times10^{16}$ cm⁻³, $10^{12}$ trapped electrons per cm², and relative permittivity 11.7. Then

$$W=\frac{10^{12}\ \text{cm}^{-2}}{5\times10^{16}\ \text{cm}^{-3}}=2\times10^{-5}\ \text{cm}=200\ \text{nm},\qquad C=\frac{\varepsilon}{W}=51.8\ \text{nF/cm}^2 .$$

Since $qNW=Q$, the barrier is $\phi_0=Q/(8C)$. With $Q=160.2$ nC/cm² this is $160.2/(8\times51.8)=0.387$ V, so $V_c=1.55$ V.

At $V=\phi_0$ the ratio $V/V_c$ is $1/4$, so the widths are 75 and 125 nm. The left barrier is $\frac{9}{16}\phi_0+V_T=0.217+0.017=0.235$ V, after rounding.

A numerical solution of the nonlinear Poisson equation, which assumes no depletion edges, gives 51.80 nF/cm² from zero bias to $V=\phi_0$ and 51.78 at $V_c/2$. The distance between the points where the electron density is $N/2$ stays at 195.2 nm. It is shorter than $W$ because the half-density points are not the equivalent depletion edges. All donors are taken as ionized here. For donors 45 meV deep, about 8% are neutral in the grains at 200 K; this distance then becomes 199.4 nm, still independent of bias, and the capacitance figures barely change. Near collapse the computed capacitance falls, by 1.4% at $0.75V_c$ and 5.4% at $0.95V_c$. The limit $W+\lambda$, with $\lambda=14.9$ nm, corresponds to a fall of about 7%. The figures from $V_c/2$ upward belong to the model, in which each grain's electrons stay in equilibrium with their own grain. It leaves out the electrons that cross the left barrier into the right layer. They carry the leakage conductance $G=dJ/dV$ computed below and need a time $x_R/v$ to cross the layer, which lowers the capacitance by roughly $Gx_R^2/(2vW)$. For drift speeds $v$ of 1.1 to $2\times10^7$ cm/s this is negligible at $V=\phi_0$, 0.4 to 0.8% at $V_c/2$, and tens of percent at $0.75V_c$, far more than the thermal-tail change.

With a pinned barrier at $V=\phi_0$, the width would be 241 nm and the fast capacitance 42.9 nF/cm². The slow charge response $dQ_R/dV$ would be 73.3 nF/cm². The numerical output lists further biases.

**What a real boundary changes**

Fixed charge is a strong assumption, because silicon grain boundaries can have states spread through the gap. With $10^{11}$ empty states per cm² and eV, in equilibrium with the left grain, $W$ grows by 1.6% between zero bias and $V=\phi_0$. The pinned limit gives 21%. A donor density 10% higher on the right shrinks $W$ by 2.4 nm over the same range.

Leakage limits what can be measured. With $\phi_L$ the full band bending, including the extra $V_T$ found above, a half-Maxwellian flux over the left barrier gives

$$J=qN e^{-\phi_L/V_T}\sqrt{\frac{kT}{2\pi m}}\left(1-e^{-V/V_T}\right).$$

I use silicon's light mass, $0.19$ of the free-electron mass, for all electrons. Averaging over the six valleys lowers $J$ to 0.82 to 0.86 of this value, depending on the orientation of the boundary, and neutral donors lower it by another 8% at 200 K; the table leaves out both. The conductance $dJ/dV$ equals $2\pi fC$ at these frequencies:

| $V/\phi_0$ | $f$ at 200 K | $f$ at 300 K |
|---|---|---|
| 0 | 0.5 kHz | 0.7 MHz |
| 1 | 3 MHz | 180 MHz |
| 2 | 2.4 GHz | 13 GHz |

The test frequency must lie well above $f$ for the capacitive current to dominate. In this example, at 200 K and $V=\phi_0$, that already means tens of megahertz. Closer to collapse, the constant width is a statement about electrostatics that would be hard to verify by a capacitance measurement.

Holes set another limit. Above about 1.1 V the band bending on the right exceeds silicon's gap, about 1.15 eV at 200 K, so electrons that cross the boundary can gain enough energy to create electron-hole pairs. Holes collected at the boundary would reduce $Q$, so fixed charge is not assured between this voltage and $V_c$.

At $V=\phi_0$ the peak field is 0.097 MV/cm, against a rough breakdown field of 0.3 MV/cm. The characteristic tunnelling energy, $(q\hbar/2)\sqrt{N/(m\varepsilon)}=2.8$ meV, is well below $kT=17$ meV, so electrons cross mainly near the top of the barrier. Tunnelling just below the top is left out of $J$ and can nearly double it. The mean donor spacing is 27 nm, so the local width will vary along a real boundary; this planar model does not estimate that variation.

## Computed results

```
Rough inputs: n-type silicon grain boundary
temperature 200 K, kT 17.23 meV
donor density 5.0e+16 cm^-3
trapped electrons 1.0e+12 cm^-2
sheet charge 0.1602 uC/cm2
relative permittivity 11.7, gap 1.12 eV
donor depth 45 meV
masses 0.19 and 0.92 of free electron
Fixed-charge results
total width W 200.0 nm
zero-bias barrier phi0 (depletion) 0.3866 V
zero-bias barrier (full solution) 0.4039 V
collapse voltage Vc 1.5466 V
capacitance eps/W 51.80 nF/cm2
Debye length 14.93 nm
V[V] xL[nm] xR[nm] barrier[V] half-density W[nm] C[nF/cm2]
0.0000 100.0 100.0 0.4039 195.20 51.80
0.1933 87.5 112.5 0.3133 195.20 51.80
0.3866 75.0 125.0 0.2347 195.20 51.80
0.7733 50.0 150.0 0.1139 195.19 51.78
Pinned barrier: V[V] W[nm] fast C[nF/cm2]
0.0000 200.0 51.80
0.1933 222.5 46.56
0.3866 241.4 42.91
0.7733 273.2 37.92
pinned, slow C at V=phi0 73.25 nF/cm2
single-junction law there 73.25 nF/cm2
Near collapse: V/Vc, change of C [%]
0.75 -1.36
0.90 -4.15
0.95 -5.37
left barrier at V=Vc+kT/q -0.000 mV
Doping ratio 2 (right/left), V=0.2 V: dW/dV [nm/V]
solver -48.99, formula -49.00
Neglected effects
10% more donors at right: W change 0 to phi0 -2.40 nm
1e+11 empty states/cm2/eV: W growth at phi0 1.58 %
V/phi0, leakage 200 K [A/cm2], crossover 200 K, 300 K [MHz]
0 0.00e+00 4.78e-04 6.91e-01
1 4.91e-02 3.28e+00 1.80e+02
2 5.44e+01 2.43e+03 1.28e+04
leakage ratio, light to heavy mass 2.20
mobile/donor density at boundary, V=phi0 1.2e-06
tunnelling energy E00 2.78 meV
free electrons/Nc (degeneracy) 3.1e-03
neutral donors in grain 7.8 %
bending offset, partial ionization 17.29 mV
Fermi level below band edge at boundary 0.504 eV
peak field at V=phi0 0.097 MV/cm
peak field at collapse 0.155 MV/cm
rough breakdown field 0.3 MV/cm
right bending equals gap at V 1.065 V
mean donor spacing 27.1 nm
```
